Diatomic chain: one-phonon intensities and the relative sign of scattering lengths

PROBLEM

A ring contains N cells of length a. In cell l, an atom of mass m1 sits at la and an atom of mass m2 ≠ m1 at (l + 1/2)a. Neighbours are joined by equal harmonic springs K. Neutrons scatter coherently with real, nonzero scattering lengths b1 and b2. The momentum transfer Q and all displacements lie along the chain. The ring starts in its ground state, and one phonon is created. The algebra is in atomic units, so ħ = 1.

Write Q = q + 2πh/a, with |q| ≤ π/a and h an integer that labels the Brillouin zone. Define the intensity per cell of branch j as

I_j(Q) = (1/N) |⟨1_qj| Σ_lk b_k exp(iQx_lk) |0⟩|²,

where x_lk is the position of atom k in cell l. The ratio of final to initial neutron wave number, which multiplies the cross-section, is left out.

(a) Find the acoustic and optic intensities in every zone.

(b) What does reversing the sign of b2 do, compared with moving to the next zone?

(c) When does this reversal change which branch is stronger? Examine the zone centre and the zone boundary.

(d) Evaluate zones h = 0 to 4 at q = 0.3π/a for m1 = 20 u, m2 = 60 u, K = 3 eV/Å², a = 4 Å, N = 100 and b2/b1 = ±0.6. These are round model parameters.

HINTS

1. Put the phase exp(iqX) at the true rest position X of each atom. The dynamical matrix is then real.

2. Write the normalized acoustic vector as (cosθ, sinθ) and minimize the quadratic form of the matrix.

3. For each oscillator, move the annihilation operators in exp(iQu) to the right.

4. Use the double angle 2θ when squaring the amplitude. For part (c), remember that the intensity also contains the phonon frequency.

SOLUTION

Vibrations

The equations of motion are

m1 ü_l1 = K(u_l2 + u_(l−1)2 − 2u_l1),
m2 ü_l2 = K(u_l1 + u_(l+1)1 − 2u_l2).

Insert u_lk = (e_k/√m_k) exp(iqX_lk − iωt). The two neighbours of an atom lie at distances ±a/2, so their phases add to 2c, with c = cos(qa/2) ≥ 0. Hence

ω²e1 = (2K/m1)e1 − [2Kc/√(m1m2)]e2,
ω²e2 = (2K/m2)e2 − [2Kc/√(m1m2)]e1.

For (e1, e2) = (cosθ, sinθ), the quadratic form of this matrix is

(2K/m1)cos²θ + (2K/m2)sin²θ − [4Kc/√(m1m2)] sinθ cosθ
= [K/(m1m2)] [M − (m1 − m2)cos2θ − 2c√(m1m2) sin2θ],

where M = m1 + m2. The last two terms are minus the scalar product of the unit vector (cos2θ, sin2θ) with a vector of length R,

R² = (m1 − m2)² + 4m1m2c².

The form is smallest when the two vectors are parallel:

cos2θ = (m1 − m2)/R, sin2θ = 2c√(m1m2)/R.

This is the acoustic branch. The orthogonal vector (−sinθ, cosθ) gives the maximum, the optic branch. Therefore

ω_ac² = K(M − R)/(m1m2), ω_op² = K(M + R)/(m1m2).

Matrix element

Apart from the uniform motion, the quantized displacement is

u_lk = Σ_qj [e_k/√(2Nm_kω_j)] [exp(iqX_lk) a_qj + exp(−iqX_lk) a†_qj].

Let α be the coefficient of a for one mode at one atom. Since [a, a†] = 1,

exp[iQ(αa + α*a†)] = exp(−Q²|α|²/2) exp(iQα*a†) exp(iQαa).

The matrix element from 0 to 0 is exp(−Q²|α|²/2). That from 0 to 1 is iQα* times the same exponential. In the product over all modes the exponents add to −Q²U_k/2, because the mean square displacement is

U_k = ⟨u_k²⟩ = Σ_qj e_k²/(2Nm_kω_j),

with the uniform mode omitted. The centre of mass, initially at rest, takes up momentum Q. Its matrix element has modulus one, and its recoil energy Q²/(2NM) is neglected; at h = 4 in the example it is about 1.1 × 10⁻⁵ eV.

Define B_k = b_k exp(−Q²U_k/2). The remaining phase is exp[i(Q − q)X_lk] = exp(2πihX_lk/a). It equals 1 for atom 1 and s = (−1)^h for atom 2. Each sum over cells gives N, so the amplitude is

iQ√(N/2ω_j) [B1e1/√m1 + sB2e2/√m2].

Taking the squared modulus and dividing by N gives

I_j = Q²G_j/(2ω_j), G_j = [B1e1/√m1 + sB2e2/√m2]².

Answer to (a)

Let β_k = B_k/√m_k. For the acoustic branch,

G_ac = (β1cosθ + sβ2sinθ)²
= ½[β1² + β2² + (β1² − β2²)cos2θ + 2sβ1β2 sin2θ].

For the optic branch the last two terms change sign. Inserting the double angles gives

G_ac = ½[S + P + 4scB1B2/R],
G_op = ½[S − P − 4scB1B2/R],

S = B1²/m1 + B2²/m2,
P = (m1 − m2)(B1²/m1 − B2²/m2)/R.

The sum G_ac + G_op = S does not depend on the sign of b2. What one branch gains in G the other loses. The intensities have no such sum rule, because each G is divided by its own frequency.

Answer to (b)

The sign of b2 and the zone parity enter G through the product sB2. At fixed |B1| and |B2|, replacing b2 by −b2 therefore has the same effect on G as replacing h by h + 1. The full intensities are in general not equal, since Q² and the Debye–Waller factors exp(−Q²U_k/2) change with the zone. An exception is the step from Q = −π/a to Q = +π/a, where |Q| is unchanged and the intensities coincide.

The midpoint position matters. If atom 2 rested at da with the same springs, moving one zone would multiply its relative phase by exp(2πid). For 0 < d < 1 this is −1 only at d = 1/2.

Answer to (c)

Let σ be the sign of sb1b2, and define

X = 4c|B1B2|/R, ρ = (ω_op − ω_ac)/(ω_op + ω_ac).

The acoustic branch is stronger when G_ac/ω_ac > G_op/ω_op, that is, when

ω_op(S + P + σX) > ω_ac(S − P − σX).

Collect P + σX on the left:

(ω_op + ω_ac)(P + σX) > −(ω_op − ω_ac)S.

Division by ω_op + ω_ac gives

P + ρS + σX > 0.

Reversing b2 reverses σ. The outcome changes if and only if X outweighs the rest:

X > |P + ρS|.

When this holds, the acoustic branch is stronger for σ = +1 and the optic branch for σ = −1. Opposite-sign lengths thus exchange the strong and weak branches under this condition, not in general.

At the zone centre c = 1 and R = M, so cos²θ = m1/M and sin²θ = m2/M. Then

G_ac → (B1 + sB2)²/M,
G_op → [m1m2/M] (B1/m1 − sB2/m2)².

In the acoustic mode both atoms move together and their scattering lengths add with the zone sign s. In the optic mode they move oppositely, with amplitudes inversely proportional to their masses.

Although G may favour the optic branch, ω_ac → 0 and ρ → 1. For σ = −1 the left side of the ranking condition becomes S + P − X = 2G_ac = 2(|B1| − |B2|)²/M. This is positive unless |B1| = |B2|. For |B1| ≠ |B2|, with q treated as continuous, the acoustic branch therefore wins for both signs sufficiently near the centre; on a finite ring the smallest nonzero |q|, 2π/(Na), may not be near enough. For |B1| = |B2| and σ = −1, G_ac/ω_ac → 0 while G_op → S, so the optic branch wins and the reversal persists down to the centre.

At the zone boundary c = 0, hence X = 0. Each branch moves one kind of atom, there is no interference, and the sign of b2 has no effect.

Answer to (d)

With masses in u, the restored factor is ħ²/u = 0.004180 eV Å². At q = 0.3π/a, c = cos(0.15π) = 0.8910 and

R = √(40² + 4 × 20 × 60 × 0.8910²) = 73.56 u.

The phonon energies are

E_ac = √[0.004180 × 3 × (80 − 73.56)/1200] = 0.0082 eV,
E_op = √[0.004180 × 3 × (80 + 73.56)/1200] = 0.0401 eV.

The mode sums give U1 = 0.00605 Å² and U2 = 0.00467 Å². For h = 1, Q = 2.3π/4 = 1.806 Å⁻¹, so B1/b1 = 0.9902 and |B2|/b1 = 0.5954. In units of b1²/u,

S = 0.9902²/20 + 0.5954²/60 = 0.0549,
P = −40(0.9902²/20 − 0.5954²/60)/73.56 = −0.0234,
X = 4 × 0.8910 × 0.9902 × 0.5954/73.56 = 0.0286.

With ρ = 0.660, |P + ρS| = |−0.0234 + 0.0363| = 0.0128 to rounding. This is smaller than X, so the ranking reverses. Since s = −1, opposite-sign lengths give σ = +1:

G_ac = ½(0.0549 − 0.0234 + 0.0286) = 0.0300,
G_op = ½(0.0549 + 0.0234 − 0.0286) = 0.0249.

The intensities, divided by b1², are

I_ac = 0.004180 × 1.806² × 0.0300/(2 × 0.0082) = 0.025,
I_op = 0.004180 × 1.806² × 0.0249/(2 × 0.0401) = 0.0042.

Here the two G values are close. Most of the acoustic lead comes from the lower phonon energy.

The results for all five zones, as 1000 I/b1², are:

h   same sign: ac, op   opposite sign: ac, op
0   0.43, 0.07          0.02, 0.16
1   1.2, 9.1            25, 4.2
2   83, 14              4.0, 30
3   7.6, 60             167, 28
4   262, 43             11, 94

In these five zones, at this q, equal signs make the acoustic branch stronger for even h and the optic branch stronger for odd h. Opposite signs reverse the pattern. It is not a rule for all h: since U1 > U2, the ratio |B2/B1| = 0.6 exp[Q²(U1 − U2)/2] grows with Q, and at this q the pattern first fails at h = 28.

In zone h = 1, for q ≥ 0, the reversal occurs for 0.054 < qa/π < 0.760, with q treated as continuous. At qa/π = 0.02 the acoustic branch is stronger for both signs. At qa/π = 1 both signs give the same intensities, 0.0033 acoustic and 0.0158 optic.

These rankings hold for the ground state and for I_j as defined. In a measurement each branch also carries the thermal factor n + 1 = 1/[1 − exp(−ω_j/k_BT)] and the omitted wave-number ratio. Both are larger for the lower phonon energy, so both favour the acoustic branch. With the thermal factor and thermal U_k at 300 K, the h = 1 interval moves to about 0.20 < qa/π < 0.83. Energy and momentum conservation also require an incident wave number of at least ½(|Q| + 2m_nω_j/|Q|), with m_n the neutron mass; for the optic entry at h = 0 this means an incident energy of about 3.5 eV.

The numerical check tests the intensity formula against oscillator integrals for the full 200-atom ring.

VARIATION 1: AN EXACT EXCHANGE

When are the values of G exchanged exactly, at fixed |B1| and |B2|?

For σ = +1, G_ac = ½(S + P + X). For σ = −1, G_op = ½(S − P + X). They are equal if and only if P = 0. With unequal masses this requires B1²/m1 = B2²/m2.

The intensities are still not exchanged exactly, because ω_ac ≠ ω_op. Let β² be the common value of B_k²/m_k. Then S = 2β² and X = 2β² sin2θ, so the ranking reverses when sin2θ > ρ. This fails at the boundary, where sin2θ = 0 and ρ > 0. It also fails near the centre, where ρ → 1 but sin2θ → 2√(m1m2)/M < 1.

VARIATION 2: A LONGER RING

What happens to the intensities at fixed q and fixed nonzero Q as N grows?

Since M² − R² = 4m1m2(1 − c²), the acoustic frequency can be written

ω_ac² = 4K(1 − c²)/(M + R).

At small q, 1 − c² → (qa/2)² and R → M, so ω_ac → v|q| with v = a√(K/2M). In the same limit e_k²/m_k → 1/M for both atoms. With q = 2πn/(Na), each long-wave acoustic mode adds

1/(2NMv|q|) = a/(4πMv|n|)

to U_k. Summing over both signs of n gives a logarithm:

U_k ≃ [a/(2πMv)] ln N + constant = ln N/[π√(2KM)] + constant.

For the example the coefficient is 0.00094 Å². The absolute one-phonon intensity contains exp(−Q²U_k), so it falls as a power of N. The numbers in (d) therefore belong to N = 100.

The difference U1 − U2 converges. At small q, e1²/m1 − e2²/m2 is proportional to q², and division by ω_ac leaves a term proportional to |q|, which has no logarithmic sum. The program gives 0.00138 Å² at both N = 1000 and N = 10000. The common part of the Debye–Waller factors cancels between the branches, so their intensity ratio has a limit wherever the weaker intensity does not vanish.

Values computed for the example and the checks

```
masses m1, m2 = 20, 60 u
K = 3.0 eV/A^2, a = 4.0 A, cells N = 100
b2/b1 = +/-0.6; hbar^2/u = 0.004180 eV A^2
q a/pi = 0.3, q = 0.23562 1/A
c = 0.89101, R = 73.5574 u
acoustic energy = 0.008205 eV
optic energy = 0.040059 eV
U1 = 0.006054, U2 = 0.004669 A^2
h=1: Q = 1.80642 1/A
h=1: B1/b1 = 0.990171, |B2|/b1 = 0.595446
h=1: S = 0.054931, P = -0.023444 b1^2/u
h=1: X = 0.028567 b1^2/u, rho = 0.65998
h=1: |P+rho S| = 0.012809 b1^2/u
h=1, b2 sign +1: G_ac, G_op = 0.001460, 0.053471 b1^2/u
h=1, b2 sign -1: G_ac, G_op = 0.030027, 0.024904 b1^2/u
Intensities per cell divided by b1^2 (dimensionless):
b2 sign +1, h=0, Q=0.2356 1/A: ac 0.000432, op 0.000074
b2 sign +1, h=1, Q=1.8064 1/A: ac 0.001213, op 0.009104
b2 sign +1, h=2, Q=3.3772 1/A: ac 0.083406, op 0.014070
b2 sign +1, h=3, Q=4.9480 1/A: ac 0.007593, op 0.060351
b2 sign +1, h=4, Q=6.5188 1/A: ac 0.261837, op 0.042986
b2 sign -1, h=0, Q=0.2356 1/A: ac 0.000021, op 0.000158
b2 sign -1, h=1, Q=1.8064 1/A: ac 0.024958, op 0.004240
b2 sign -1, h=2, Q=3.3772 1/A: ac 0.003957, op 0.030344
b2 sign -1, h=3, Q=4.9480 1/A: ac 0.166587, op 0.027785
b2 sign -1, h=4, Q=6.5188 1/A: ac 0.011277, op 0.094309
h=1 reversal interval: 0.0537 < q a/pi < 0.7602
h=1, q a/pi=0.02, b2 sign +1: ac 0.018512, op 0.006847
h=1, q a/pi=0.02, b2 sign -1: ac 0.298414, op 0.003039
h=1, q a/pi=1.00, b2 sign +1: ac 0.003318, op 0.015842
h=1, q a/pi=1.00, b2 sign -1: ac 0.003318, op 0.015842
N=1000: U1, U2 = 0.008217, 0.006832 A^2
N=10000: U1, U2 = 0.010380, 0.008995 A^2
growth of U per unit ln N = 0.0009393 A^2
U1-U2 at N=1000, 10000: 0.0013849, 0.0013849 A^2
ring recoil energy at h=4 = 1.11e-05 eV
small-q power for equal |B| = 3.0028
random chains reversed: 1438 of 2000
largest relative intensity error = 4.5e-14
```
